# Axial temperature profile for uniform first-order deposition in a plug-flow tube

**Question**

I have a hot-wall deposition tube in which a dilute precursor flows past a row of substrates. The film grows by a first-order surface reaction. At constant temperature the growth rate falls along the tube because the precursor is used up, so I want to make the tube hotter towards the outlet and have the same rate everywhere.

My attempt was this. If the rate is uniform, the precursor is consumed at a constant rate per unit length, so its concentration should fall linearly, $C=C_0(1-X z/L)$, where $X$ is the fraction consumed. Then $k(T)C$ must be constant, and with an Arrhenius $k$ I get

$$\frac1T=\frac1{T_0}+\frac RE\ln\left(1-X\frac zL\right).$$

Two things bother me. The gas expands as it warms, and I have not used that anywhere. I also don't know whether I may choose $X$ freely.

My model numbers are: activation energy $E=160$ kJ/mol, prefactor $A=5\times10^7$ m/s, inlet temperature $T_0=880$ K, pressure $p=50$ Pa, total flow $F=1.000$ mmol/s, inlet mole fraction $x_0=0.020$, length $L=0.80$ m, depositing area per unit length $s=5.0$ m, and film molar volume 12 cm³/mol. What profile do I need? How much precursor can I use if the tube must stay below 920 K? And does the answer survive if transport to the surface is not infinitely fast?

**Answer**

Both doubts are justified. Thermal expansion changes the profile, and $X$ is fixed by the inlet conditions and the depositing area. The way to see both is to write the balance for a quantity that expansion does not alter.

**What falls linearly**

Let $x(z)$ be the precursor mole fraction and $F$ the total molar flow. I assume that the precursor is dilute, so that $F$ can be treated as constant even if the reaction changes the number of moles. I also assume constant $p$ and $s$, equal gas and wall temperatures at each $z$, no gas-phase reaction and no axial diffusion. Surface transport is taken as fast for now.

The precursor enters a slice of length $dz$ at the rate $Fx(z)$ and leaves at $Fx(z+dz)$. The difference is deposited on the area $s\,dz$ at the rate $r$ per unit area. Therefore

$$F\frac{dx}{dz}=-s\,r .$$

If $r$ is uniform, the right side is constant and $x$ is linear. The concentration, however, is

$$C=\frac{px}{RT},$$

by the ideal-gas law. It carries an extra factor $1/T$, so in a tube heated downstream it falls by a larger fraction than $x$ does. Your expression for $C$ is really the expression for $x$.

The rate law is

$$r=k(T)C=\frac{p}{R}\,\frac{k(T)}{T}\,x,\qquad k(T)=A e^{-E/RT}.$$

At the inlet its value is $r_0=k(T_0)px_0/(RT_0)$. A uniform rate must equal this value everywhere. With $\zeta=z/L$, integrating the balance from the inlet gives

$$x=x_0-\frac{sLr_0}{F}\zeta=x_0(1-X\zeta),\qquad
X=\frac{sLr_0}{Fx_0}=\frac{sL\,k(T_0)\,p}{RT_0F}.$$

At $\zeta=1$ the fraction consumed is $X$, so $X$ is the conversion. It is also the inlet Damköhler number, the ratio of the reaction capacity of the tube at inlet conditions to the flow. Once $T_0$, $p$, $F$ and the area $sL$ are given, $X$ is given too. To change the conversion, you must change one of them. The inlet mole fraction cancels: more precursor raises the growth rate but leaves $X$ and the temperature profile alone, as long as the gas stays dilute.

If this formula gives $X\ge1$, the tube cannot be uniform. Depositing at the inlet rate would exhaust the precursor at $z=L/X$, at or before the outlet.

**Solving for the temperature**

Setting $r=r_0$ and inserting the linear $x$ gives

$$\frac{k(T)}{T}(1-X\zeta)=\frac{k(T_0)}{T_0}. \tag{1}$$

Define $u=E/(RT)$ and $\varepsilon=E/(RT_0)$. Since $1/T=Ru/E$, we have $k/T=(AR/E)\,u e^{-u}$. The constant $AR/E$ cancels from (1), leaving

$$u e^{-u}=\frac{\varepsilon e^{-\varepsilon}}{1-X\zeta}.$$

Lambert's function $W(y)$ is defined by $We^W=y$. Multiplying the last equation by $-1$ puts it in this form, with $W=-u$:

$$(-u)e^{-u}=-\frac{\varepsilon e^{-\varepsilon}}{1-X\zeta}.$$

For $-1/e<y<0$ there are two real solutions, $W_0$ between $-1$ and 0, and $W_{-1}$ below $-1$. An activated reaction under ordinary conditions has $\varepsilon>1$, so the solution that starts at $u=\varepsilon$ is $W_{-1}$. Hence

$$T(\zeta)=-\frac{E}{R\,W_{-1}\!\left[-\dfrac{\varepsilon e^{-\varepsilon}}{1-X\zeta}\right]}. \tag{2}$$

This shows that a uniform rate requires (2) on the branch $T<E/R$. Conversely, (2) produces a uniform rate. Equation (1) turns the precursor balance into

$$\frac{dx}{d\zeta}=-X\,\frac{k(T)/T}{k(T_0)/T_0}\,x=-\frac{X}{1-X\zeta}\,x .$$

Dividing by $x$ and integrating gives $\ln(x/x_0)=\ln(1-X\zeta)$. The mole fraction is therefore linear, and by (1) the rate is $r_0$ at every position.

**Where your formula holds**

Taking the logarithm of (1) gives

$$\frac ER\left(\frac1{T_0}-\frac1T\right)-\ln\frac{T}{T_0}+\ln(1-X\zeta)=0. \tag{3}$$

Without the term $\ln(T/T_0)$, this is your result. That term comes from the expansion of the gas. If the rate law is instead $r=k_p(T)\,p\,x$, with a rate constant $k_p$ per partial pressure that has the Arrhenius form, the factor $1/T$ never appears and your formula is exact within the same reactor assumptions. So check which kind of rate constant your activation energy belongs to.

**Slope, limits and sensitivity**

Differentiating (3) with respect to $\zeta$ gives

$$\left(\frac{E}{RT^2}-\frac1T\right)\frac{dT}{d\zeta}=\frac{X}{1-X\zeta},
\qquad
\frac{dT}{d\zeta}=\frac{TX}{(1-X\zeta)(u-1)}. \tag{4}$$

Downstream $T$ grows, while $1-X\zeta$ and $u-1$ shrink. All three changes make the slope larger, so the profile curves upwards. Physically, removing a given amount of precursor matters more when less is left.

For $X\ll1$, equation (4) reduces to a straight ramp, $T\simeq T_0[1+X\zeta/(\varepsilon-1)]$. For larger $X$ but a small relative temperature rise, $T/(u-1)$ can be held at its inlet value while the denominator $1-X\zeta$ is kept. Integration then gives

$$T-T_0\simeq-\frac{T_0}{\varepsilon-1}\ln(1-X\zeta).$$

A high activation energy calls for a small temperature rise, but it also demands accurate temperature control. At fixed $x$, the rate is proportional to $k/T$, so

$$\frac{\partial\ln r}{\partial T}=\frac{E}{RT^2}-\frac1T=\frac{u-1}{T}.$$

There is also a formal upper limit on $X$. The derivative of $ue^{-u}$ is $(1-u)e^{-u}$, so its maximum is $1/e$, at $u=1$. Beyond $T=E/R$, further heating lowers $k/T$, because the gas thins faster than $k$ grows. To stay on the branch $u>1$ up to the outlet we need

$$\frac{\varepsilon e^{-\varepsilon}}{1-X}<\frac1e,\qquad X<1-\varepsilon e^{1-\varepsilon}.$$

For a realistic activation energy, the temperature the equipment can bear sets a much tighter limit.

**Your numbers**

The reduced activation energy and the inlet rate constant are

$$\varepsilon=\frac{160\,000}{8.3145\times880}=21.87,\qquad k(T_0)=0.01592\ \text{m/s}.$$

The conversion follows from the inlet data:

$$X=\frac{5.0\times0.80\times0.01592\times50}{8.3145\times880\times1.000\times10^{-3}}=0.435 .$$

The inlet concentration is 136.7 µmol/m³. Multiplying by $k(T_0)$ gives $r_0=2.176$ µmol/(m² s). If each precursor molecule supplies one formula unit of film, multiplication by the film molar volume gives a growth rate of 1.57 nm/min.

Equation (2) then gives this profile:

| $z$ (m) | $T$ (K) | $x$ | $C$ (µmol/m³) |
|---|---|---|---|
| 0.00 | 880.0 | 0.0200 | 136.7 |
| 0.20 | 884.9 | 0.0178 | 121.1 |
| 0.40 | 890.5 | 0.0156 | 105.7 |
| 0.60 | 897.0 | 0.0135 | 90.3 |
| 0.80 | 904.8 | 0.0113 | 75.1 |

The total rise is 24.8 K. The approximate logarithmic expression above gives $880\times0.571/20.87=24.1$ K, close enough for a first design. The slope grows from 22.9 K/m at the inlet to 43.0 K/m at the outlet.

The rate can be checked by hand at the outlet. There $k=0.02898$ m/s, which is 1.820 times the inlet value, while $C$ has fallen to 0.5494 of its inlet value. The product is 1.000. When the precursor balance is integrated numerically with the profile (2) imposed, the rate stays at its inlet value to a relative accuracy of about $10^{-14}$.

The mole fraction falls to 0.565 of its inlet value and the concentration to 0.549. In this example the concentration is still nearly a straight line: its midpoint value, 105.7, is close to the mean of the end values, 105.9 µmol/m³. The main fault in your assumption is thus the slope of the line, with a small curvature besides.

The formal limit requires $1-X$ to exceed $1.9\times10^{-8}$, which is no restriction here. The discarded branch $W_0$ would put the outlet at about $10^{12}$ K, far outside any range where the model has meaning.

**How much is lost with a simpler profile**

*Constant temperature.* With $T=T_0$, the balance is $dx/d\zeta=-Xx$, so $x/x_0=r/r_0=e^{-X\zeta}$. The outlet rate is $e^{-0.435}=0.647$ of the inlet rate, and the conversion is $1-0.647=0.353$. The heated tube uses more precursor because its downstream part keeps working at the full rate.

*Your logarithmic profile.* It reaches 903.6 K at the outlet, about 1.2 K too low, and the outlet rate is 0.981 of the inlet rate. Two effects combine. With your profile $k/k(T_0)=1/(1-X\zeta)$, so

$$\frac r{r_0}=\frac{T_0}{T}\,\frac{1}{1-X\zeta}\,\frac{x}{x_0}.$$

The expansion factor at the outlet is $880/903.6=0.974$. The lower rate upstream, however, leaves somewhat more precursor than the linear law predicts, which raises the outlet rate by a factor $0.981/0.974=1.007$. The remaining deficit is 1.9% of the inlet rate.

*A straight ramp between the correct end temperatures.* The required curve bends upwards, so the straight line lies above it everywhere between the ends. The rate therefore rises to 1.038 times the inlet value, near $z=0.38$ m. At the outlet the temperature is right, but the excess deposition upstream has used too much precursor, and the rate there is 0.983 of the inlet value. The full spread is 5.5% of the inlet rate. Whether that justifies more heater zones depends on your thickness tolerance.

For comparison, the local sensitivity at the inlet is $(21.87-1)/880=2.37\%$ per kelvin. A local error of 1 K thus matters about as much as neglecting the expansion.

**Designing for a maximum temperature**

Evaluate (1) at the outlet, where $T=T_L$, and solve for $X$:

$$X=1-\frac{k(T_0)/T_0}{k(T_L)/T_L}
=1-\frac{T_L}{T_0}\exp\left[-\frac ER\left(\frac1{T_0}-\frac1{T_L}\right)\right].$$

For $T_L=920$ K, the exponent is $-19\,244\,(1/880-1/920)=-0.951$, so

$$X=1-1.0455\times0.3864=0.596 .$$

With fast transport to the surface, you can therefore use at most 59.6% of the precursor with an 880 K inlet, if the rate is to be uniform. Raising the outlet to 920 K at the old flow would not achieve this. The inlet Damköhler number would still be 0.435, for which a uniform rate requires the cooler profile in the table above. The flow has to match the new conversion. At fixed $T_0$, $p$ and area, $X\propto1/F$, and hence

$$F_{\text{new}}=1.000\times\frac{0.435}{0.596}=0.730\ \text{mmol/s}.$$

Then use (2) with the new $X$. The growth rate remains 1.57 nm/min, since $r_0$ depends on the inlet composition, temperature and pressure but not on the flow.

**Finite transport to the surface**

Let $C_s$ be the concentration at the surface and $h$ the mass-transfer coefficient. In steady state, the supply equals the consumption:

$$h(C-C_s)=kC_s\quad\Rightarrow\quad C_s=\frac{C}{1+k/h},\qquad r=\frac{kC}{1+k/h}.$$

Take first the model law $h=h_0T/T_0$, with $h_0$ the inlet value, and define $b=k(T_0)/h_0$. Keep the temperature profile (2), with $X$ still computed from the surface constant $k(T_0)$. By (1),

$$\frac kh=\frac{k}{T}\,\frac{T_0}{h_0}=\frac{b}{1-X\zeta}.$$

The precursor balance becomes

$$\frac{dx}{d\zeta}=-\frac{X}{1-X\zeta}\,\frac{x}{1+b/(1-X\zeta)}=-\frac{X\,x}{1+b-X\zeta}.$$

Separating the variables and integrating from $x_0$ gives

$$\ln\frac{x}{x_0}=\ln\frac{1+b-X\zeta}{1+b},\qquad
x=x_0\left(1-\frac{X\zeta}{1+b}\right).$$

The mole fraction is again linear, so the rate is again uniform. Both the rate and the conversion are reduced by the factor $1/(1+b)$. The reason is simple. A uniform flux needs the same difference in mole fraction between gas and surface at every position when $h\propto T$. The mole fraction at the surface is then the linear bulk value minus a constant, and it falls in proportion to $1-X\zeta$, as the profile (2) requires.

Since $X<1$ is still needed, the conversion $X/(1+b)$ must stay below $1/(1+b)$. Near that limit the surface at the outlet is almost empty of precursor, although the gas is not. Further heating cannot then raise the surface reaction above the supply.

As a deliberately severe case, take $h_0=0.050$ m/s. Then $b=0.01592/0.050=0.318$, the rate drops to 0.758 of its former value, or about 1.19 nm/min, and the conversion drops to 0.330. The profile is unchanged. Under the 920 K ceiling, at the flow of 0.730 mmol/s, the conversion likewise drops from 0.596 to $0.596/1.318=0.452$. If $h$ is constant instead of proportional to $T$, the rate is no longer strictly uniform, but its largest deviation from the inlet rate is only 0.8%. For $h\propto T^{1.75}$, closer to the scaling of a gas diffusion coefficient, it is 0.6% in the opposite direction. The profile is therefore robust in this example, while the absolute growth rate is not.

**When to distrust the profile**

Axial diffusion is negligible if its flux is small beside the flow. For a mean gas speed $v$ and diffusion coefficient $D$, the ratio of the two fluxes is

$$\frac{D\,|dx/dz|}{v\,x}=\frac{D}{vL}\,\frac{X}{1-X\zeta}.$$

It is largest near the outlet. Lowering the pressure at fixed molar flow raises $D$ and $v$ by the same factor, so $D/(vL)$ does not change. The ratio still falls, because $X$ is proportional to $p$: a smaller fraction of the precursor is consumed, and its relative gradient is weaker. The effect need not be small. For a flow cross-section of 0.020 m² and $D\approx0.2$ m²/s at the outlet, $D/(vL)\approx0.04$, and with closed-end boundary conditions the profile (2) leaves a spread of about 2.6% in the rate. A diffusion coefficient four times larger, as with a hydrogen carrier, gives about 9%. Both exceed the error from ignoring thermal expansion, so check the ratio with your own cross-section and gas. The assumption of constant $F$ also has a price. If each mole of precursor consumed adds one net mole of gas, the total flow grows by the fraction $x_0X=0.020\times0.435=0.9\%$ up to the outlet. With the profile (2), this lowers the outlet rate by about 0.6%, roughly a third of the 1.9% error from ignoring thermal expansion, so include the change in $F$ if you need that accuracy. Constant $p$ can fail more seriously, because the volumetric flow here is about 0.15 m³/s. For nitrogen in laminar flow through the annulus between a 150 mm stack, treated as a solid cylinder, and a 220 mm tube, the pressure falls by about 4% and the outlet rate by about 3%. In a 190 mm tube the pressure falls by nearly 30%. The profile also needs revision if the gas lags behind the wall temperature, if by-products block surface sites, if the precursor reacts in the gas, or if the reaction order is not one. Finally, a uniform rate gives a uniform thickness, but the films still grow at temperatures that differ by 25 K, so any property that depends on growth temperature can vary along the tube. The numerical output below lists the values in more detail.

## Computed results

```
activation energy E = 160 kJ/mol
prefactor A = 5.0e+07 m/s
inlet temperature T0 = 880 K
pressure p = 50 Pa
total molar flow F = 1.000 mmol/s
inlet mole fraction x0 = 0.020
tube length L = 0.80 m
depositing area per length s = 5.0 m
film molar volume = 12.0 cm^3/mol
eps = E/(R T0) = 21.8677
E/R = 19243.6 K
inlet rate constant k(T0) = 0.015920 m/s
inlet concentration = 136.673 umol/m^3
uniform surface rate r = 2.1759 umol/(m^2 s)
growth rate = 1.5666 nm/min
conversion X = 0.43517
lowest possible 1-X (theory) = 1.893e-08
outlet temperature on hot branch = 1.56e+12 K
profile: z [m], T [K], x, C [umol/m^3], k [m/s]
  0.00  880.00  0.020000  136.673  0.015920
  0.20  884.88  0.017824  121.132  0.017963
  0.40  890.47  0.015648  105.677  0.020590
  0.60  896.99  0.013472  90.322  0.024090
  0.80  904.78  0.011297  75.082  0.028980
outlet/inlet mole fraction = 0.56483
outlet/inlet concentration = 0.54936
temperature rise = 24.78 K
inlet slope dT/dz = 22.94 K/m
outlet slope dT/dz = 42.99 K/m
rate change per kelvin at inlet = 2.371 %/K
largest rate error, Lambert profile = 1.5e-14
isothermal: outlet/inlet rate = 0.6472
isothermal: conversion = 0.3528
straight ramp: largest rate/inlet rate = 1.0380
straight ramp: position of maximum = 0.38 m
straight ramp: outlet/inlet rate = 0.9829
log profile: outlet temperature = 903.60 K
log profile: outlet/inlet rate = 0.9812
ceiling temperature = 920 K
ceiling: conversion = 0.5960
ceiling: total molar flow = 0.7302 mmol/s
transport: h(T0) = 0.050 m/s
transport: b = k(T0)/h(T0) = 0.3184
transport, h prop. to T: rate/r = 0.7585
transport, h prop. to T: conversion = 0.3301
transport, constant h: largest deviation from inlet rate = 0.835 %
```
